# Exponential Lattice Barrier of a Wide Frenkel-Kontorova Kink, part 2

A chain of sites with spacing $a$, joined by springs of stiffness $\kappa$, lies on a registry profile of period $b$ and height $V_0$. Site $n$ has slipped by $u_n$, and $\phi_n=2\pi u_n/b$:

$$H=\sum_n\left[\frac{\kappa}{2}(u_{n+1}-u_n)^2+\frac{V_0}{2}\left(1-\cos\frac{2\pi u_n}{b}\right)\right].\tag{1}$$

$$\varepsilon=\frac{\kappa b^2}{4\pi^2},\qquad h^2=\frac{V_0}{2\varepsilon}=\frac{2\pi^2V_0}{\kappa b^2}.\tag{2}$$

$$\frac{H}{\varepsilon}=\sum_n\left[\tfrac12(\phi_{n+1}-\phi_n)^2+h^2(1-\cos\phi_n)\right].\tag{3}$$

Here $\varepsilon$ is the energy unit. The kink has width $w=a/h$, with $w\gg a$. Equilibrium requires

$$\phi_{n+1}-2\phi_n+\phi_{n-1}=h^2\sin\phi_n.\tag{5}$$

With $x$ the distance along the chain, $y=x/w$ and primes for $d/dy$, Taylor expansion turns the left side into $h^2\phi''+h^4\phi''''/12+\dots$. At leading order the kink is $\phi_0=4\arctan e^y$, with energy $8h\varepsilon$ and

$$\phi_0'=2\operatorname{sech}y,\qquad 1-\cos\phi_0=2\operatorname{sech}^2y.\tag{8}$$

A kink centred at $x=\xi a$ is site-centred for $\xi=0$ and bond-centred for $\xi=\frac12$. Sliding $\phi_0$ over the lattice without relaxation gives the barrier

$$\frac{B_{\rm rigid}}{\varepsilon}=32\left[\pi^2-\operatorname{Cin}(2\pi)+\frac{h^2}{12}+\dots\right]e^{-\pi^2w/a},\tag{23}$$

where $\operatorname{Cin}(z)=\int_0^z(1-\cos t)\,dt/t$. The leading constant is 237.8. The exponential comes from the poles nearest the real axis, at $y=\pm i\pi/2$; the upper one is called $y_0$. At the lattice wavenumber, $2\pi/a$ in $x$ or $2\pi/h$ in $y$, they give

$$\exp\left(-\frac{2\pi}{a}\,\frac{\pi w}{2}\right)=e^{-\pi^2w/a}.\tag{24}$$

More generally, a single nearest singularity on each side, at distance $d$ from the real $x$ axis, gives $e^{-2\pi d/a}$. Several at the same distance can interfere, and the energy difference between the two centrings then changes sign with width.

The physical barrier $B$ is the energy difference between relaxed site-centred and bond-centred chains. The sampled $\phi_0$ does not solve (5), and its shape error, of order $h^2$, is far larger than the exponentially small barrier. The effect of relaxation must therefore be worked out.

**The first correction to the shape.** Insert $\phi=\phi_0+h^2\phi_1$ into the Taylor-expanded lattice equation and collect the next order:

$$\phi_1''-\cos\phi_0\,\phi_1=-\tfrac1{12}\phi_0''''.\tag{25}$$

Write $s=\operatorname{sech}y$ and $t=\tanh y$, with $s'=-st$ and $t'=s^2$. From (8), $\cos\phi_0=1-2s^2$ and $\sin\phi_0=\phi_0''=2s'=-2st$. Differentiating $\sin\phi_0$ twice, and using $\phi_0'^2=2(1-\cos\phi_0)$,

$$\phi_0''''=\cos\phi_0\sin\phi_0-\sin\phi_0\,\phi_0'^2=\sin\phi_0(3\cos\phi_0-2)=-2st(1-6s^2).\tag{26}$$

The right side of (25) is therefore $\frac16st-s^3t$. Let $L=d^2/dy^2-(1-2s^2)$ be the operator on the left. Since $s''=s(1-2s^2)$, $Ls=0$; this expresses the freedom to translate the continuum kink. It follows that $L(ys)=2s'=-2st$. Differentiating $Ls=0$ gives $Ls'=-4s^2s'$, and because $st=-s'$, $L(st)=4s^2s'=-4s^3t$. The trial form $\alpha ys+\beta st$ then requires $-2\alpha=\frac16$ and $-4\beta=-1$, so that

$$\phi_1=-\frac{y\operatorname{sech}y}{12}+\frac{\operatorname{sech}y\tanh y}{4}.\tag{27}$$

A multiple of $s$ could be added, but it would shift the centre. The other homogeneous solution grows at infinity.

The first term of (27) equals $-y\phi_0'/24$, so it stretches the kink: $\phi_0(y)$ becomes $\phi_0(y(1-h^2/24))$. The same stretch follows from the tail. There $\phi_n\propto e^{h_*n}$ is small, and (5) reduces to $2\cosh h_*-2=h^2$, or $4\sinh^2(h_*/2)=h^2$. Thus

$$h_*=2\operatorname{arsinh}\frac h2=h-\frac{h^3}{24}+\dots,\qquad\frac{\pi^2}{h_*}=\frac{\pi^2}{h}+\frac{\pi^2h}{24}+\dots.\tag{28}$$

The added term in the exponent vanishes as $h\to0$. The stretch therefore leaves the leading exponential and its constant unchanged, although using $h_*$ improves the formula at finite width.

The corrected shape was tested against relaxed bond-centred chains, with the stretch written as $\phi_0(h_*n)$, where $n$ is measured from the centre. Between $w/a=3$ and $w/a=6$ the largest remaining difference falls by a factor 16.2. An error of order $h^4$ would give 16.

**Why the constant changes and the exponential does not.** The second term of (27) is small on the real axis but not near the pole. Let $y=y_0+h\eta$, so that a step of one site is a step of one in $\eta$. For $h|\eta|\ll1$, $s\simeq-i/(h\eta)$ and $t\simeq1/(h\eta)$, and hence

$$\phi_0\simeq-2i\ln\eta+{\rm const},\qquad\frac{h^2st}{4}\simeq-\frac{i}{4\eta^2}.\tag{29}$$

The factor $h^2$ has disappeared. One lattice spacing from the singularity the correction is of order one, and it remains so as the kink is made wider.

The lattice equation shows the same thing for the higher corrections. From the forms of $s$ and $t$, $e^{-i\phi_0}\simeq4/(h^2\eta^2)$ is large near $y_0$, so $h^2\sin\phi\simeq\frac i2h^2e^{-i\phi}$. Put $\phi=\chi+i\ln(4/h^2)$, which gives $e^{-i\phi}=(4/h^2)e^{-i\chi}$. Equation (5) becomes

$$\chi(\eta+1)-2\chi(\eta)+\chi(\eta-1)=2i\,e^{-i\chi(\eta)}.\tag{30}$$

No small parameter is left. Far from the pole, try $\chi=-2i\ln\eta+c/\eta^2+\dots$. The second difference of the logarithm is $-2i\ln(1-1/\eta^2)=2i/\eta^2+i/\eta^4+\dots$, and that of $c/\eta^2$ begins with $6c/\eta^4$. The right side is $2i/\eta^2+2c/\eta^4+\dots$. Thus $i+6c=2c$ and $c=-i/4$, in agreement with (29). Further terms have higher inverse powers of $\eta$ with coefficients free of $h$.

Now take a smooth profile $\Phi$ that contains a finite number of corrections, and slide it over the lattice. With $\phi_n=\Phi((n-\xi)h)$ and $R$ the amount by which $\Phi$ fails to satisfy the lattice equation, defined as $\partial(H/\varepsilon)/\partial\phi_n$,

$$\frac{1}{\varepsilon}\frac{dE}{d\xi}=-h\sum_n\Phi'((n-\xi)h)\,R((n-\xi)h).\tag{31}$$

Each further correction makes $R$ smaller by $h^2$ on the real axis. It also makes $R$ more singular at $y_0$, by two inverse powers of $h\eta$. At the lattice wavenumber, distances $|\eta|$ of order one decide the harmonic, and there the two changes compensate. Every stage thus gives $e^{-\pi^2/h}$, and its change to the constant carries no power of $h$. Widening the kink therefore does not make a finite stage exact. Whether the successive changes shrink is a numerical question. This is a formal asymptotic argument, not a proof, and it needs a comparison with relaxed chains.

**Relaxed chains.** Equation (5) was solved to high precision for both centrings, which is necessary because the two energies agree in their leading digits. The Hessian of the bond-centred chain has no negative eigenvalue; that of the site-centred chain has one. The first is therefore a stable position and the second a saddle. The barriers are:

| $w/a$ | $B/\varepsilon$ | $(B/\varepsilon)\,e^{\pi^2/h_*}$ |
|---|---|---|
| 2 | $1.563\times10^{-6}$ | 715.1 |
| 4 | $4.607\times10^{-15}$ | 713.0 |
| 6 | $1.274\times10^{-23}$ | 712.6 |

The last column is nearly constant while the barrier falls by 17 orders of magnitude. Extrapolated in powers of $h^2$, it gives

$$B\simeq C\varepsilon\,e^{-\pi^2w/a},\qquad C=712.3\quad(w\gg a).\tag{32}$$

The constant is numerical; the exponential is the one derived above.

Between $w/a=5$ and 6 the logarithm of the barrier falls by 9.856, compared with $\pi^2=9.870$. Equation (28) accounts for the difference. The term $\pi^2a/(24w)$ decreases by $\pi^2/(24\times30)=0.014$ over this step, which reduces the fall by that amount.

The unrelaxed constant is 0.334 of the relaxed one, so relaxation raises the barrier threefold. This is possible because a barrier is a difference of two energies, and lowering energies by relaxation does not determine the sign of the change in their difference. The profile with the single correction gives 586 at $w/a=6$, which is closer but still 18% below the relaxed value. Further corrections close the gap quickly: with the expansion written in powers of $h_*^2$, two, three and four corrections give 689, 709 and 712.2 at this width.

**A shear wall in MoS₂.** When two MoS₂ monolayers are stacked in parallel, two registries of equal energy occur. A domain wall separates them, and misfit or twist between the layers arranges such walls in a moire network. Consider one straight wall along the armchair direction, with slip parallel to it. The following inputs are rough typical values: lattice constant $a_l=0.32$ nm, monolayer shear modulus 50 N/m, and registry saddle $V_0=15$ meV per cell.

Each site of the chain represents one repeat length of an atomic row parallel to the wall. The geometry gives

$$a=\frac{a_l}2=0.16\ {\rm nm},\quad b=\frac{a_l}{\sqrt3}=0.185\ {\rm nm},\quad\ell=\sqrt3\,a_l=0.554\ {\rm nm},\tag{33}$$

where $\ell$ is the repeat length along the wall. The area $a\ell$ is that of one cell, so $V_0$ applies to one site.

Let the layers move by $+u/2$ and $-u/2$, where $u$ is the relative slip. With monolayer modulus $\mu$, their elastic energy per area is $2\times\frac12\mu(u_x/2)^2=\frac12(\mu/2)u_x^2$, where $u_x=du/dx$. The effective modulus is therefore $M=\mu/2=25$ N/m $=156.0$ eV/nm². One bond covers the area $a\ell$ with gradient $(u_{n+1}-u_n)/a$, so

$$\kappa=\frac{M\ell}{a}=\frac{156.04\times0.55426}{0.16}=540.5\ {\rm eV/nm^2}.\tag{34}$$

Equation (2) then gives

$$\varepsilon=\frac{540.5\times(0.18475)^2}{4\pi^2}=0.467\ {\rm eV},\qquad\frac wa=\sqrt{\frac{2\varepsilon}{V_0}}=\sqrt{\frac{0.9347}{0.015}}=7.89,\tag{35}$$

and $w=1.26$ nm. The wall energy is about 0.85 eV/nm.

The exponent is $\pi^2w/a=77.9$, and the exponential factor is $1.5\times10^{-34}$. The relaxed chain at this width has the barrier

$$B=4.6\times10^{-32}\ {\rm eV}\quad\text{per row repeat}.\tag{36}$$

A straight wall 1 µm long contains $1000/0.5543\approx1804$ repeats. Its barrier is $8.3\times10^{-29}$ eV if all of it moves together, compared with $kT=0.0259$ eV at 300 K. Within the model, the perfect lattice does not hold this wall.

For contrast, keep $V_0$, the row geometry, the wall length and the temperature fixed, and reduce $w/a$ through the stiffness. The barrier of the straight wall reaches $kT$ at $w/a=1.33$. A flexible wall can advance one segment at a time, so this comparison does not give its activation energy.

**The threefold registry profile.** The cosine in (1) is a simplification for this interface. The simplest profile with threefold symmetry is a sum of three cosines whose wavevectors lie at 120° to one another. The slip runs along one of them. The other two projections are $-\frac12$ as large, so with $\theta$ the smaller phase the energy varies as $2\cos\theta+\cos2\theta=2(\cos\theta+\frac12)^2-\frac32$.

The minima at $\theta=2\pi/3$ and $4\pi/3$ are the two registries, separated by the slip $b$, and the saddle is at $\theta=\pi$. Let $\psi=\theta-\pi=(\phi-\pi)/3$. With the saddle height kept at $V_0=2h^2\varepsilon$, the site energy in (3) becomes

$$h^2U(\phi),\qquad U=8\left(\tfrac12-\cos\psi\right)^2.\tag{37}$$

The first integral $\frac12\phi'^2=U$ gives $\phi'=4(\cos\psi-\frac12)$, or $\psi'=\frac43(\cos\psi-\frac12)$. In terms of $T=\tan(\psi/2)$,

$$T'=\tfrac12(1+T^2)\psi'=\tfrac13(1-3T^2)\quad\Longrightarrow\quad T=\frac1{\sqrt3}\tanh\frac y{\sqrt3}.\tag{38}$$

The angle $\psi=2\arctan T$ is singular where $T=\pm i$, that is, where $\tanh(y/\sqrt3)=\pm i\sqrt3$. The nearest such points are $y=\pm i\pi/\sqrt3$. By the rule below (24), the exponential becomes

$$\exp\left(-\frac{2\pi^2}{\sqrt3}\frac wa\right).\tag{39}$$

This was tested on relaxed chains with the profile (37). Between $w/a=5$ and 6 the logarithm of the barrier's magnitude falls by 11.39, and (39) gives 11.40. The number multiplying $w/a$ thus depends on the shape of the registry profile, while the height enters through $w/a$ itself. With the profile (37) at the width of the MoS₂ wall, the exponent rises from 77.9 to 90.0, and the barrier per row repeat falls to $6\times10^{-37}$ eV. These two numbers belong to (37) alone. A real stacking energy has further harmonics, along the slip $2\cos3\theta+1$ and $2\cos2\theta+\cos4\theta$. With illustrative weights $-0.18$ and $-0.06$ and the same saddle height, the energy difference between the two centrings changes sign with width, and its size at $w/a=7.89$ is about $9\times10^{-36}$ eV.

**The model beside a real bilayer.** The inputs are rough, and the exponential amplifies their errors. Since $w\propto V_0^{-1/2}$, a saddle energy 20% higher reduces the exponent by 6.8 and multiplies the exponential by about 900. The barrier is therefore uncertain by orders of magnitude, but it remains far below $kT$.

The peak gradient of the relative slip, $b/(\pi w)=0.047$, is shared by the two layers. Each is sheared by about 2%, which makes linear elasticity a reasonable approximation. Out-of-plane relaxation and the interaction between walls in a network are left out.

Of the effects estimated here, the largest comes from departures from a perfect lattice. At the centre of the kink a site has registry energy $V_0$. If a defect removes the registry energy of one cell, the wall gains an energy of order $V_0=15$ meV by sitting on it. That is about $3\times10^{29}$ times the lattice barrier per row repeat. For a wall this wide, defects are therefore a likelier source of pinning than the perfect lattice, and the barrier (36) may be neglected. A gain of 15 meV is still only 0.58 $kT$ at 300 K, so a single defect of this kind does not hold the wall firmly at room temperature. The remaining computed values are in the numerical output.

## Computed values

```
Cin(2 pi): 2.437653 
unrelaxed prefactor C: 237.822 eps
w/a=6 unrelaxed substrate part * exp(pi^2 w/a): 315.83 eps
w/a=6 unrelaxed bond part * exp(pi^2 w/a): -77.931 eps
w/a = 2  relaxed barrier: 1.563e-6 eps;  times exp(pi^2/h_tail): 715.0783 eps
w/a = 3  relaxed barrier: 8.6181e-11 eps;  times exp(pi^2/h_tail): 713.5541 eps
w/a = 4  relaxed barrier: 4.6066e-15 eps;  times exp(pi^2/h_tail): 712.9986 eps
w/a = 5  relaxed barrier: 2.4307e-19 eps;  times exp(pi^2/h_tail): 712.7377 eps
w/a = 6  relaxed barrier: 1.2742e-23 eps;  times exp(pi^2/h_tail): 712.5949 eps
negative Hessian eigenvalues (site-centred, bond-centred): (1, 0)
relaxed decay rate per unit w/a, between 5 and 6: 9.85619 
pi^2: 9.8696 
relaxed prefactor C, extrapolated to wide kinks: 712.268 eps
unrelaxed C / relaxed C: 0.3339 
shape error ratio, w/a=3 to 6 (h^4 law gives 16): 16.21 
w/a=6 once-corrected shape, barrier * exp(pi^2/h_tail): 586.0 eps
threefold decay rate per unit w/a, between 5 and 6: 11.386 
2 pi^2/sqrt(3): 11.396 
MoS2 inputs (rough): lattice 0.32 nm; shear modulus 50.0 N/m; saddle 0.015 eV per cell
row spacing a: 0.16 nm
slip b: 0.18475 nm
row repeat along wall: 0.55426 nm
relative-sliding modulus: 156.04 eV/nm^2
bond stiffness kappa: 540.53 eV/nm^2
energy unit eps: 0.46735 eV
kink width w: 1.263 nm
w/a: 7.8939 
exponent pi^2 w/a: 77.909 
factor exp(-pi^2 w/a): 1.46e-34 
wall energy per length: 0.8543 eV/nm
barrier per row repeat, relaxed chain: 4.62e-32 eV
barrier of straight 1 um wall: 8.33e-29 eV
kT at 300 K: 0.02585 eV
w/a where straight 1 um wall has barrier kT (V0 kept): 1.33 
threefold profile: exponent: 89.962 
threefold profile: size of barrier per row repeat: 6.33e-37 eV
saddle energy 20% higher: exponent falls by: 6.79 
same: exponential factor grows by: 887.0 times
one defective cell, pinning of order V0, over barrier: 3.2e+29 
peak relative shear strain b/(pi w): 0.0466
```
